Double hysteresis in zirconia without alternating dipoles along the field

Q: My zirconia capacitor gives a double hysteresis loop. The polarization is nearly zero at zero field, jumps up at a high field and falls back at a lower one. So at zero field the crystal must hold dipoles pointing alternately along and against the field axis. They cancel, and the field flips half of them. What else could store a polarization that appears so suddenly?

A: The jump shows that the crystal reaches a strongly polarized state under field. It does not show that this polarization was already present in cancelling halves. The field may instead drive the crystal from a nonpolar structure into a polar one. In zirconia the candidates are the tetragonal phase P4₂/nmc and the orthorhombic phase Pca2₁.

Q: But tetragonal zirconia does have alternating displacements. Neighbouring columns of oxygen are shifted up and down. Are those not my dipoles?

A: They are real, and they run along the tetragonal axis c. What matters is the direction of the field, so let us ask which dipoles symmetry allows on each atom.

Take z along c and use the fluorite-type cell. Put a Zr atom at the origin, with eight oxygens near (±¼, ±¼, ±¼). Columns with xy > 0 are shifted by +d along z, those with xy < 0 by −d. Rotate by 180° about x:

(x, y, z) → (x, −y, −z)

This changes the sign of xy, so it exchanges the two kinds of column. It also reverses z, so it exchanges +d and −d. The structure is unchanged. A dipole on Zr must be unchanged too, so its y and z components vanish. The same rotation about y removes the x component. Zr carries no dipole.

For an oxygen, rotate by 180° about the z axis through it. This maps each kind of column onto itself and leaves the structure unchanged, but it reverses the x and y components of a dipole. Only a z component can survive, and it alternates from column to column.

So for a field along x, normal to c, no atom has a dipole component along the field. This holds for any division of the charge into site dipoles that respects the crystal symmetry, and it does not depend on the size of d. For a field along c the argument gives no such exclusion, and in a film with mixed grain orientations both situations may occur.

Q: Could a polarization along x at least lead towards the orthorhombic phase?

A: Symmetry permits it. The tetragonal crystal class has 16 operations, including inversion, which forbids a net polarization. A polarization along x keeps four of them: the identity, the 180° rotation about x, and the reflections y → −y and z → −z, combined with translations where needed. These form the polar orthorhombic class mm2, to which Pca2₁ belongs. Reaching Pca2₁ itself also requires displacements that remove the translation (½, ½, 0). These double the primitive tetragonal cell, from two Zr to the four Zr of the fluorite-type cell. Whether a given film takes this path is a question of energies, which symmetry does not settle.

Q: Then show me a double loop with nothing alternating along the field. An ordinary nonpolar dielectric gives a single curve.

A: One way to get it is a structural change that is induced by polarization and makes further polarization easier. Let P be the uniform polarization along x, and let s be a nonpolar distortion that makes x and y inequivalent. It is zero in the tetragonal state. Exchanging x and y reverses both s and Px² − Py², so their product is allowed in the energy. With Py = 0, a minimal energy density is

F = aP²/2 + b₀P⁴/4 + cP⁶/6 + Ks²/2 − hsP²

with a, b₀, c, K and h positive. The cell-doubling displacements are not treated explicitly, so s is an effective coordinate and not a measured strain.

Let s relax at fixed P:

∂F/∂s = Ks − hP² = 0, so s = hP²/K

Since K > 0, this is a minimum. Substitution gives Ks²/2 = h²P⁴/(2K) and −hsP² = −h²P⁴/K, which add up to −h²P⁴/(2K). The quartic coefficient is therefore b₀/4 − h²/(2K). Calling it −b/4 gives

G(P) = aP²/2 − bP⁴/4 + cP⁶/6, with b = 2h²/K − b₀

In a uniform internal field E the crystal minimizes G − EP, hence

E = dG/dP = aP − bP³ + cP⁵

With h = 0 we have b = −b₀, all terms rise with P, and there is a single curve. With strong enough coupling b is positive, and the curve can bend back.

Q: Where does the jump occur?

A: Assume slow driving, with the crystal staying in its local minimum until that minimum disappears. A minimum needs d²G/dP² > 0, so it is lost where

a − 3bP² + 5cP⁴ = 0

This is a quadratic equation for P²:

P² = [3b ∓ √(9b² − 20ac)]/(10c)

The smaller root, P_u, ends the weakly polarized branch and gives the forward field E_up. The larger root, P_d, ends the strongly polarized branch and gives the return field E_down. Because G is even in P, negative fields give the mirror image.

Q: That could also be a ferroelectric, which stays polarized when I remove the field.

A: It could, so two conditions are needed. First, the two folds must exist, which requires b > 0 and 9b² > 20ac. Second, no polar state may survive at E = 0. For P > 0, write

E/P = a − bP² + cP⁴

The right side is smallest at P² = b/(2c), where it equals a − b²/(2c) + b²/(4c) = a − b²/(4c). If this is positive, E > 0 for every P > 0, so the return field is positive and the crystal goes back to P = 0. If it is negative, the return field is negative and a polar minimum remains at zero field. With b > 0, the double loop without remanence therefore needs

1/4 < ac/b² < 9/20

Q: Is it not enough that the nonpolar state has the lowest energy?

A: No. Consider

G/P² = a/2 − bP²/4 + cP⁴/6

Its smallest value lies at P² = 3b/(4c) and equals a/2 − 3b²/(16c) + 3b²/(32c) = a/2 − 3b²/(32c). The nonpolar state is thus lowest for ac/b² > 3/16. Between 3/16 and 1/4 it is lowest, yet the polar state remains as a metastable minimum. In this uniform model the crystal is then trapped there after the field is removed.

Q: Put numbers in. I want to see whether the fields are reasonable.

A: Take round model values, not fitted to any material: a = 4.5×10⁹ m/F, b₀ = 5×10¹⁰ m⁵/(F C²), c = 1.5×10¹² m⁹/(F C⁴), K = 10¹¹ J/m³ and h = 10¹¹ J m/C². Then

b = 2×10²²/10¹¹ − 5×10¹⁰ = 1.5×10¹¹ m⁵/(F C²)

and ac/b² = 0.30, inside the window. The square root in the fold formula is √(2.025×10²³ − 1.35×10²³) = 2.598×10¹¹, so in units of C²/m⁴

P_u² = (4.5 − 2.598)×10¹¹/(1.5×10¹³) = 0.01268
P_d² = (4.5 + 2.598)×10¹¹/(1.5×10¹³) = 0.04732

Hence P_u = 0.1126 C/m² and P_d = 0.2175 C/m². The three terms of E, in MV/m, give

E_up = 506.7 − 214.2 + 27.2 = 319.7
E_down = 978.9 − 1544.1 + 730.7 = 165.5

These are about 3.2 and 1.7 MV/cm. Such fields are high: a real film must withstand them, and the 5 MV/cm maximum used below, without electrical breakdown, which the model does not include. At 250 MV/m, between the two, P is 0.064 C/m² on the rising branch and 0.251 C/m² on the falling one. At zero field both P and s return to zero. Numerical minimization of F over P and s, followed around the whole field cycle, puts the jumps at these fields to within its step of 1 MV/m. With h set to zero the loop closes.

Now lower a to 3.3×10⁹ m/F, so that ac/b² = 0.22. After the field is removed the crystal keeps P = 0.26 C/m², although this state lies 17.4 MJ/m³ above the nonpolar one. This is the trapped case.

Q: Fine, a nonpolar crystal can do it. But surely real alternating dipoles would give a recognizably different loop?

A: They need not. Let two equal sublattices have polarizations P + A and P − A, so that their mean is P. Give them the energy

F′ = G(P) + (λ/4)f², with f = A²(1 + P²/w²) − A₀²

where λ, w and A₀ are positive. Setting the derivative with respect to A to zero gives

∂F′/∂A = λfA(1 + P²/w²) = 0

so either A = 0 or f = 0. At A = 0 the second derivative is −λA₀²(1 + P²/w²), which is negative, so no minimum lies there. The minima have f = 0, that is

A² = A₀²/(1 + P²/w²)

There the added term vanishes and the energy is G(P), the same function as before.

Q: The energies agree, but could the second variable make the state unstable earlier and shift the jumps?

A: That must be checked. Where f = 0, the second derivatives are

F′_PP = G″ + (λ/2)f_P²
F′_AA = (λ/2)f_A²
F′_PA = (λ/2)f_P f_A

with subscripts denoting derivatives. The determinant is

F′_PP F′_AA − F′_PA² = (λ/2)f_A² G″

because the terms in f_P² f_A² cancel. Since F′_AA > 0, the state is stable precisely when G″ > 0, as in the nonpolar model. The folds coincide. Within the window one stable P remains beyond each fold, so the landing points coincide as well.

For A₀ = 0.15 C/m², w = 0.10 C/m² and λ = 2×10¹¹ m⁵/(F C²), the sublattices carry +0.15 and −0.15 C/m² at zero field. At 500 MV/m they carry 0.33 and 0.23 C/m², both along the field. The opposing sublattice passes through zero at about 317.5 MV/m, just before the forward jump, and is reversed again by the return jump. With A₀ = 0.20 C/m² the forward jump itself reverses it, from −0.02 to +0.19 C/m², which is the picture you began with. The loop is the same in both cases, because G does not contain A₀. For A₀ = 0.15 C/m² the numerically followed loop agrees with the nonpolar one to rounding error. F′ was built for this purpose and is not a model of a known zirconia structure. It shows that the quasi-static loop alone cannot decide between the two.

Q: Could the stored energy decide? I measure that too.

A: It comes from the same loop. The work per volume is ∫E dP. On a continuous branch E = dG/dP, so the work is a difference of G; in a jump it is the constant field times the change of P. Let P_m be the polarization at the maximum field, P_h the value after the forward jump and P_l the value after the return jump. Then

W_in = G(P_u) + E_up(P_h − P_u) + G(P_m) − G(P_h)
W_rec = G(P_m) − G(P_d) + E_down(P_d − P_l) + G(P_l)

For a maximum field of 500 MV/m, P_m = 0.2767, P_h = 0.2605 and P_l = 0.0387 C/m². In MJ/m³,

W_in = 23.0 + 47.3 + 64.6 − 58.1 = 76.8
W_rec = 64.6 − 49.0 + 29.6 + 3.3 = 48.5

The recovered 48.5 MJ/m³ equals 48.5 J/cm³. The loss is 28.3 MJ/m³ per half cycle, and the efficiency is 48.5/76.8 = 63%. The vacuum energy ε₀E²/2, about 1.1 MJ/m³ at the maximum field, is left out. Both models give the same work and the same loss, because both quantities follow from G.

Q: Would a real film switch at those fold fields?

A: Not necessarily. The folds belong to a uniform crystal. If a small region can switch first and grow, the transition may start before the uniform state loses stability. Domains, leakage and a spread of grain orientations also change the measured loop. None of this restores the inference from a double loop to alternating dipoles: one counterexample is enough to break it. The counterexample is an unfitted model, so it shows that a nonpolar route is possible, not that zirconia switches this way.

Q: Then what should I measure to find out?

A: Determine the structure at zero field, and look for alternating displacements along the field direction. Oxygen shifts along c do not settle the matter when the field is normal to c. If successive Zr layers were shifted along +x and −x, the 180° rotation about y that removed the x dipole on Zr would be lost. Each Zr could then carry a dipole along the field, while the crystal as a whole stayed nonpolar. Finding that pattern would support your picture. Finding the undistorted tetragonal site symmetry, with the field normal to c, would rule out an ordered pattern of alternating site dipoles along the field in that grain. A measurement of the average structure does not exclude local, disordered displacements.

Computed values

```
SYMMETRY OF THE TETRAGONAL STRUCTURE
oxygen shift along c (fraction of cell): 0.05
operations fixing a cation: 8
operations fixing an oxygen: 4
operations in crystal class: 16
operations left by a transverse polarization: 4
MODEL PARAMETERS
a = 4.50e+09 m/F
b0 = 5.00e+10 m^5/(F C^2)
c = 1.50e+12 m^9/(F C^4)
K = 1.00e+11 J/m^3
h = 1.00e+11 J m/C^2
b = 1.50e+11 m^5/(F C^2)
a c / b^2 = 0.300
low-field susceptibility 1/(eps0 a) = 25.1
a where polar and nonpolar energies match = 2.812e+09 m/F
a at lower edge of double-loop window = 3.750e+09 m/F
a at upper edge of double-loop window = 6.750e+09 m/F
SWITCHING
P at forward fold = 0.1126 C/m^2
P after forward jump = 0.2605 C/m^2
P at return fold = 0.2175 C/m^2
P after return jump = 0.0387 C/m^2
forward field = 319.71 MV/m = 3.197 MV/cm
return field = 165.49 MV/m = 1.655 MV/cm
forward jump in numerical loop: 319 to 320 MV/m
return jump in numerical loop: 166 to 165 MV/m
P at 250 MV/m, rising field = 0.0639 C/m^2
P at 250 MV/m, falling field = 0.2507 C/m^2
P at maximum field 500 MV/m = 0.2767 C/m^2
s at maximum field = 0.0765
|P| at zero field after release = 0.0000 C/m^2
ANTIPOLAR TWIN
lam = 2.00e+11 m^5/(F C^2), w = 0.10 C/m^2, A0 = 0.15 C/m^2
sublattices at zero field: 0.1500 and -0.1500 C/m^2
sublattices at maximum field: 0.3277 and 0.2257 C/m^2
largest difference of P between the two loops = 7.8e-16 C/m^2
ENERGY PER HALF CYCLE
charging work, formula = 76.80 MJ/m^3
charging work, numerical loop = 76.77 MJ/m^3
recovered work, formula = 48.52 MJ/m^3 = 48.52 J/cm^3
recovered work, numerical loop = 48.53 MJ/m^3
loss = 28.28 MJ/m^3
efficiency = 63.2 percent
vacuum energy left out = 1.11 MJ/m^3
CONTROLS
largest loop opening without coupling = 1.4e-17 C/m^2
lowered a = 3.30e+09 m/F, a c / b^2 = 0.220
remanent P with lowered a = 0.2595 C/m^2
its energy above the nonpolar state = 17.40 MJ/m^3
```
